# The Fierz matrix from completeness of the Dirac covariants: a numerical check

```python
"""Fierz exchange of two spinors in products of Dirac bilinears.

Result under test: Q_I(ab;cd) = sum_J F_IJ Q_J(ad;cb) for commuting spinors,
with F_IJ = eps_J * lambda_IJ / 4 and F F = 1; anticommuting fields give -F.
Q_I, I = S,V,T,A,P: products (abar G b)(cbar G d) summed over a class of
matrices G = 1, gamma^mu, sigma^{mu nu} (mu<nu), gamma^mu gamma5, gamma5,
with the indices of the second factor lowered by the metric (+,-,-,-).
lambda_IJ: factor by which the class-I sandwich multiplies a class-J matrix.
eps_J: sign relating the lowered matrix to the trace dual.
All quantities are dimensionless.
"""
import numpy as np
from itertools import combinations, product

names = "SVTAP"
one2 = np.eye(2)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.kron(pauli[2], one2)]
gamma += [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]
metric = [1, -1, -1, -1]
one4 = np.eye(4, dtype=complex)
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
for m, n in product(range(4), repeat=2):
    anti = gamma[m] @ gamma[n] + gamma[n] @ gamma[m]
    assert np.allclose(anti, 2 * metric[m] * (m == n) * one4)

pairs = list(combinations(range(4), 2))
sigma = [0.5j * (gamma[m] @ gamma[n] - gamma[n] @ gamma[m]) for m, n in pairs]
upper = [[one4], gamma, sigma, [g @ gamma5 for g in gamma], [gamma5]]
signs = [[1], metric, [metric[m] * metric[n] for m, n in pairs], metric, [1]]
lower = [[s * g for s, g in zip(ss, gs)] for ss, gs in zip(signs, upper)]
eps = np.array([1, 1, 1, -1, 1])

# Trace orthogonality and completeness of the sixteen matrices
basis = np.array([g for group in upper for g in group])
dual = np.array([e * g for e, group in zip(eps, lower) for g in group])
gram = np.einsum("aij,bji->ab", basis, dual)
assert np.allclose(gram, 4 * np.eye(16))
completeness = np.einsum("bkj,bqp->kjqp", dual, basis) / 4
identity_tensor = np.einsum("kp,jq->kjqp", one4, one4)
assert np.allclose(completeness, identity_tensor)

# Derived sandwich factors: two basic rows generate the others
lam_V = np.array([4, -2, 0, 2, -4])
lam_P = np.array([1, -1, 1, -1, 1])
lam = np.array([np.ones(5), lam_V, (lam_V**2 - 4) / 2, -lam_V * lam_P, lam_P])
for I in range(5):
    for J in range(5):
        for X in upper[J]:
            sandwich = sum(u @ X @ w for u, w in zip(upper[I], lower[I]))
            assert np.allclose(sandwich, lam[I, J] * X)
F = lam * eps / 4


# The two operator identities, tested on a matrix with no special symmetry
def contract(X):
    return sum(s * g @ X @ g for s, g in zip(metric, gamma))


rng = np.random.default_rng(5)
X = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
tensor_sum = sum(u @ X @ w for u, w in zip(upper[2], lower[2]))
axial_sum = sum(u @ X @ w for u, w in zip(upper[3], lower[3]))
assert np.allclose(tensor_sum, (contract(contract(X)) - 4 * X) / 2)
assert np.allclose(axial_sum, -contract(gamma5 @ X @ gamma5))


# Independent extraction of F: linear fit of complete component tensors
def fit_matrix(direct, exchanged):
    left = np.array(direct).reshape(5, -1).T
    right = np.array(exchanged).reshape(5, -1).T
    solution, _, rank, _ = np.linalg.lstsq(right, left, rcond=None)
    residual = np.max(np.abs(right @ solution - left))
    return solution.T, rank, residual


direct = [sum(np.einsum("ij,kl->ijkl", u, w) for u, w in zip(U, W))
          for U, W in zip(upper, lower)]
exchanged = [sum(np.einsum("il,kj->ijkl", u, w) for u, w in zip(U, W))
             for U, W in zip(upper, lower)]
F_fit, rank, residual = fit_matrix(direct, exchanged)
assert rank == 5 and residual < 1e-12
assert np.allclose(F_fit, F, atol=1e-12)
assert np.allclose(F_fit @ F_fit, np.eye(5), atol=1e-12)


# Grassmann fields: generators 0-3 abar, 4-7 b, 8-11 cbar, 12-15 d
def ordering_sign(sequence):
    inversions = sum(x > y for x, y in combinations(sequence, 2))
    return (-1) ** inversions


def grassmann_covariant(I, first_field, second_field):
    """Coefficients of ordered monomials abar_i b_j cbar_k d_l."""
    result = np.zeros((4, 4, 4, 4), complex)
    for u, w in zip(upper[I], lower[I]):
        for i, p, k, q in product(range(4), repeat=4):
            value = u[i, p] * w[k, q]
            if value != 0:
                word = (i, first_field + p, 8 + k, second_field + q)
                slot = tuple(x % 4 for x in sorted(word))
                result[slot] += ordering_sign(word) * value
    return result


G_direct = [grassmann_covariant(I, 4, 12) for I in range(5)]
G_exchanged = [grassmann_covariant(I, 12, 4) for I in range(5)]
F_grassmann, G_rank, G_residual = fit_matrix(G_direct, G_exchanged)
assert G_rank == 5 and G_residual < 1e-12
assert np.allclose(F_grassmann, -F, atol=1e-12)
assert np.allclose(F_grassmann @ F_grassmann, np.eye(5), atol=1e-12)

# The reordering sign again, from explicit anticommuting matrices
raising = np.array([[0, 0], [1, 0]])
theta = []
for mode in range(4):
    matrix = np.eye(1)
    for site in range(4):
        factor = pauli[2].real if site < mode else one2
        matrix = np.kron(matrix, raising if site == mode else factor)
    theta.append(matrix)
original = theta[0] @ theta[1] @ theta[2] @ theta[3]
reordered = theta[0] @ theta[3] @ theta[2] @ theta[1]
assert np.any(original) and np.allclose(original, -reordered)

# Eigenvalues and the combinations that are even or odd under exchange
eigenvalues = np.sort(np.linalg.eigvals(F_fit).real)
assert np.allclose(eigenvalues, [-1, -1, -1, 1, 1])
combos = [("3(S+P)+T", [3, 0, 1, 0, 3], 1),
          ("2(S-P)+(V-A)", [2, 1, 0, -1, -2], 1),
          ("V+A", [0, 1, 0, 1, 0], -1),
          ("S+P-T", [1, 0, -1, 0, 1], -1),
          ("2(S-P)-(V-A)", [2, -1, 0, 1, -2], -1)]
for label, c, parity in combos:
    assert np.allclose(np.array(c) @ F_fit, parity * np.array(c))
assert np.linalg.matrix_rank(np.array([c for _, c, _ in combos])) == 5

# Worked example with commuting spinors
a = np.array([1, 0, 2, 1j])
b = np.array([1, 1j, 0, 1])
c = np.array([0, 1, 1, 2], complex)
d = np.array([2, 0, 1j, -1])
abar, cbar = a.conj() @ gamma[0], c.conj() @ gamma[0]


def covariants(first, second):
    return np.array([sum((abar @ u @ first) * (cbar @ w @ second)
                         for u, w in zip(U, W))
                     for U, W in zip(upper, lower)])


Q_direct, Q_exchanged = covariants(b, d), covariants(d, b)
Q_predicted = F @ Q_exchanged
assert np.allclose(Q_direct, Q_predicted)
left_projector = (one4 - gamma5) / 2
bL, dL = left_projector @ b, left_projector @ d
L_direct, L_exchanged = covariants(bL, dL), covariants(dL, bL)
assert abs(L_direct[1]) > 1e-6
assert np.isclose(L_direct[1], -L_exchanged[1])
assert np.isclose(L_exchanged[0], L_exchanged[4])
assert np.isclose(L_exchanged[1], L_exchanged[3])


def show(z):
    re, im = round(z.real, 4) + 0.0, round(z.imag, 4) + 0.0
    return f"{re:.4f}{im:+.4f}i"


def integers(row):
    return " ".join(f"{int(round(x.real)):3d}" for x in row)


print("All numbers are dimensionless; class order S V T A P")
print("number of basis matrices:", len(basis))
print("rank of the five exchanged covariants:", rank)
for name, row in zip(names, lam):
    print(f"sandwich factors lambda, row {name}: {integers(row)}")
for name, row in zip(names, 4 * F_fit):
    print(f"4F from tensor fit, row {name}: {integers(row)}")
for name, row in zip(names, F_fit @ F_fit):
    print(f"F squared, row {name}: {integers(row)}")
print(f"trace of F: {np.trace(F_fit).real:.4f}")
print("eigenvalues of F:", integers(eigenvalues))
for name, row in zip(names, 4 * F_grassmann):
    print(f"4F for anticommuting fields, row {name}: {integers(row)}")
for name, spinor in zip("abcd", (a, b, c, d)):
    print(f"spinor {name}:", ", ".join(show(z) for z in spinor))
print("abar:", ", ".join(show(z) for z in abar))
print("cbar:", ", ".join(show(z) for z in cbar))
for name, value in zip(names, Q_direct):
    print(f"{name}(ab;cd) computed directly: {show(value)}")
for name, value in zip(names, Q_exchanged):
    print(f"{name}(ad;cb) computed directly: {show(value)}")
for name, value in zip(names, Q_predicted):
    print(f"{name}(ab;cd) from F: {show(value)}")
print("left-handed b, d: V(ab;cd) =", show(L_direct[1]))
print("left-handed b, d: V(ad;cb) =", show(L_exchanged[1]))
print("done: every assertion held")
```

It prints:

```
All numbers are dimensionless; class order S V T A P
number of basis matrices: 16
rank of the five exchanged covariants: 5
sandwich factors lambda, row S:   1   1   1   1   1
sandwich factors lambda, row V:   4  -2   0   2  -4
sandwich factors lambda, row T:   6   0  -2   0   6
sandwich factors lambda, row A:  -4  -2   0   2   4
sandwich factors lambda, row P:   1  -1   1  -1   1
4F from tensor fit, row S:   1   1   1  -1   1
4F from tensor fit, row V:   4  -2   0  -2  -4
4F from tensor fit, row T:   6   0  -2   0   6
4F from tensor fit, row A:  -4  -2   0  -2   4
4F from tensor fit, row P:   1  -1   1   1   1
F squared, row S:   1   0   0   0   0
F squared, row V:   0   1   0   0   0
F squared, row T:   0   0   1   0   0
F squared, row A:   0   0   0   1   0
F squared, row P:   0   0   0   0   1
trace of F: -1.0000
eigenvalues of F:  -1  -1  -1   1   1
4F for anticommuting fields, row S:  -1  -1  -1   1  -1
4F for anticommuting fields, row V:  -4   2   0   2   4
4F for anticommuting fields, row T:  -6   0   2   0  -6
4F for anticommuting fields, row A:   4   2   0   2  -4
4F for anticommuting fields, row P:  -1   1  -1  -1  -1
spinor a: 1.0000+0.0000i, 0.0000+0.0000i, 2.0000+0.0000i, 0.0000+1.0000i
spinor b: 1.0000+0.0000i, 0.0000+1.0000i, 0.0000+0.0000i, 1.0000+0.0000i
spinor c: 0.0000+0.0000i, 1.0000+0.0000i, 1.0000+0.0000i, 2.0000+0.0000i
spinor d: 2.0000+0.0000i, 0.0000+0.0000i, 0.0000+1.0000i, -1.0000+0.0000i
abar: 1.0000+0.0000i, 0.0000+0.0000i, -2.0000+0.0000i, 0.0000+1.0000i
cbar: 0.0000+0.0000i, 1.0000+0.0000i, -1.0000+0.0000i, -2.0000+0.0000i
S(ab;cd) computed directly: 3.0000+1.0000i
V(ab;cd) computed directly: -8.0000-15.0000i
T(ab;cd) computed directly: -10.0000+31.0000i
A(ab;cd) computed directly: -2.0000-15.0000i
P(ab;cd) computed directly: 9.0000+0.0000i
S(ad;cb) computed directly: -1.0000+8.0000i
V(ad;cb) computed directly: -1.0000+16.0000i
T(ad;cb) computed directly: 23.0000-14.0000i
A(ad;cb) computed directly: 11.0000+14.0000i
P(ad;cb) computed directly: 2.0000+8.0000i
S(ab;cd) from F: 3.0000+1.0000i
V(ab;cd) from F: -8.0000-15.0000i
T(ab;cd) from F: -10.0000+31.0000i
A(ab;cd) from F: -2.0000-15.0000i
P(ab;cd) from F: 9.0000+0.0000i
left-handed b, d: V(ab;cd) = 2.5000-0.5000i
left-handed b, d: V(ad;cb) = -2.5000+0.5000i
done: every assertion held
```
